\section*{Thomas-Fermi Screening and the Depolarization Field of a Short-Circuited Ferroelectric Capacitor, part 1}

(Sections cited here and not found follow in the second part.)

\section{Screening in a metal electrode}

\subsection*{A field without a voltage}

A ferroelectric film 10 nm thick carries a polarization of $6.0\times10^{4}$ statC/cm$^2$, or 20 $\mu$C/cm$^2$. It lies between two metal electrodes joined by a wire, so the terminal voltage is zero. In the model treated here the film nevertheless contains an electric field of $-4.5\times10^{3}$ statV/cm, or $-1.35$ MV/cm, where the minus sign means that the field points against the polarization. The charge on each electrode is 82\% of the polarization.

In this model the cause is the finite depth of the electrode charge. A metal screens a field with electrons that occupy quantum states, and adding electrons at a place requires filling states of higher kinetic energy. The charge therefore spreads over a layer of finite thickness, and a potential difference develops across that layer. This section finds the thickness and the potential difference for one electrode. The next section puts two such layers in a closed circuit.

\subsection*{Conventions and assumptions for the metal}

Gaussian units are used. The electron has mass $m$ and charge $-e$, with $e>0$. The letter $E$ denotes an energy and $\mathcal E$ an electric field. The metal fills a half-space, and $s\ge0$ is the depth below its surface. The electrostatic potential $\phi(s)$ is zero deep inside, where the metal is neutral and has electron density $n_0$.

The following assumptions are made.
\begin{enumerate}
\item The conduction electrons are in equilibrium, and no current flows.
\item Their density at a point depends on the potential at that same point. This is the local approximation. In its Thomas-Fermi form, used here, exchange and correlation between the electrons are neglected.
\item The positive background is uniform and rigid. The bound electrons respond linearly, with a dielectric constant $\epsilon_m$.
\item The electrode is much thicker than its screening length.
\end{enumerate}
The density of states $g(E)$ is the number of conduction-electron states per unit volume and unit energy, with both spin directions counted. Energies are measured from the local bottom of the conduction band.

\subsection*{Lemma 1 (density of states)}

For free carriers with Fermi wave number $k_F$ and Fermi energy $E_F=\hbar^2k_F^2/(2m)$,
\begin{equation}
n_0=\frac{k_F^3}{3\pi^2},\qquad
g(E_F)=\frac{mk_F}{\pi^2\hbar^2}=\frac{3n_0}{2E_F}.
\label{dos}
\end{equation}

\textit{Proof.} Take a cube of side $\ell$ with periodic boundary conditions. A plane wave fits if each component of its wave vector is an integer multiple of $2\pi/\ell$. Each allowed vector thus occupies a volume $(2\pi/\ell)^3$ in wave-vector space. For large $\ell$, the number of vectors inside a sphere of radius $k$ is the volume of the sphere divided by this cell volume. With two spin states per vector, the number of electrons per unit volume is
\begin{equation}
n(k)=\frac{2}{\ell^3}\,\frac{4\pi k^3/3}{(2\pi/\ell)^3}
=\frac{8\pi k^3}{3\cdot 8\pi^3}=\frac{k^3}{3\pi^2}.
\end{equation}
Setting $k=k_F$ gives $n_0$. Since $E=\hbar^2k^2/(2m)$, the chain rule gives
\begin{equation}
g(E)=\frac{dn}{dE}=\frac{dn/dk}{dE/dk}
=\frac{k^2/\pi^2}{\hbar^2k/m}=\frac{mk}{\pi^2\hbar^2}.
\end{equation}
Equivalently, $n\propto E^{3/2}$, so that $dn/dE=3n/(2E)$. At $E=E_F$ these are the two forms in \eqref{dos}. $\square$

\subsection*{Lemma 2 (local response)}

At zero temperature and to first order in $\phi$, the excess electron density is
\begin{equation}
\delta n=g(E_F)\,e\phi .
\label{response}
\end{equation}

\textit{Proof.} The potential energy of an electron is $-e\phi$, so the bottom of the band is shifted by $-e\phi$. In equilibrium the electrochemical potential is the same everywhere; otherwise electrons would lower the energy by moving. Deep inside it equals $E_F$ above the band bottom. At depth $s$ the band bottom lies lower by $e\phi$, and states are filled up to a local kinetic energy $E_F+e\phi$. Therefore
\begin{equation}
\delta n=n(E_F+e\phi)-n(E_F)=g(E_F)e\phi+O(\phi^2),
\end{equation}
because $dn/dE=g$. $\square$

A positive potential attracts electrons, as the sign requires. The proof does not require free carriers, only a density of states that is smooth near $E_F$ and a band that shifts with the electrostatic potential without changing its shape. Exchange and correlation depend on the electron density and would change the response even in a local theory.

\textit{Remark on temperature.} At temperature $T$ the response is
\begin{equation}
\frac{\partial n}{\partial\mu}=\int g(E)\left(-\frac{\partial f}{\partial E}\right)dE,
\end{equation}
where $f$ is the Fermi-Dirac function and $\mu$ the chemical potential. The factor in brackets is an even peak around $\mu$ with unit area. With $x=(E-\mu)/(k_BT)$, its second moment is $(k_BT)^2$ times
\begin{equation}
\int_{-\infty}^{\infty}\frac{x^2e^x}{(e^x+1)^2}dx
=4\int_0^\infty\frac{x\,dx}{e^x+1}
=4\sum_{j=1}^{\infty}\frac{(-1)^{j+1}}{j^2}=\frac{\pi^2}{3}.
\end{equation}
The first equality uses evenness and an integration by parts; the second expands $1/(e^x+1)$ in powers of $e^{-x}$. Expanding $g$ to second order around $\mu$ gives $\partial n/\partial\mu\simeq g+(\pi^2/6)(k_BT)^2g''$. For free carriers $g\propto E^{1/2}$, hence $g''=-g/(4E^2)$, and the relative change is $-(\pi^2/24)(k_BT/\mu)^2$. This change is relative to $g(\mu)$. With $\mu$ set equal to $E_F=4.9$ eV at 300 K, numerical integration of the Fermi-Dirac density, differenced over a shift of $\pm1\%$ in $\mu$, gives a response smaller than $g(E_F)$ by about 1.5 parts in $10^5$, of which 0.4 comes from the finite shift. At fixed density $\mu$ lies below $E_F$ by the relative amount $(\pi^2/12)(k_BT/E_F)^2$, which lowers $g(\mu)$ by a further $(\pi^2/24)(k_BT/E_F)^2$; the response is then smaller than $g(E_F)$ by about 2.2 parts in $10^5$. Zero-temperature occupation is thus sufficient here.

\subsection*{Lemma 3 (screening length and surface potential)}

In the linear regime the potential in the metal is
\begin{equation}
\phi(s)=\phi_s e^{-s/\lambda},\qquad
\lambda=\left[\frac{\epsilon_m}{4\pi e^2g(E_F)}\right]^{1/2}.
\label{lambda}
\end{equation}
If $D_s$ is the electric displacement at the surface, counted positive when it points into the metal, then the surface potential and the conduction charge per area are
\begin{equation}
\phi_s=\frac{\lambda}{\epsilon_m}D_s,\qquad \sigma=-\frac{D_s}{4\pi}.
\label{surface}
\end{equation}

\textit{Proof.} The excess electrons have charge density $\rho=-e\,\delta n$. Gauss's law for the displacement is $dD/ds=4\pi\rho$, with $D=\epsilon_m\mathcal E$ and $\mathcal E=-d\phi/ds$. Substitution gives
\begin{equation}
-\epsilon_m\frac{d^2\phi}{ds^2}=-4\pi e\,\delta n .
\label{poisson}
\end{equation}
The two minus signs cancel, and \eqref{response} turns this into
\begin{equation}
\frac{d^2\phi}{ds^2}=\frac{4\pi e^2g(E_F)}{\epsilon_m}\phi=\frac{\phi}{\lambda^2}.
\end{equation}
The general solution is $Ae^{-s/\lambda}+Be^{s/\lambda}$. Since $\phi$ vanishes deep inside, $B=0$, and $A$ is the surface value $\phi_s$. The displacement is then
\begin{equation}
D(s)=-\epsilon_m\frac{d\phi}{ds}=\frac{\epsilon_m\phi_s}{\lambda}e^{-s/\lambda}.
\end{equation}
At $s=0$ this gives the first relation in \eqref{surface}. Integrating Gauss's law from the surface to the interior, where $D=0$, gives $0-D_s=4\pi\sigma$, which is the second. $\square$

For free carriers, inserting \eqref{dos} into \eqref{lambda} yields
\begin{equation}
\lambda^2=\frac{\epsilon_m}{4\pi e^2}\,\frac{\pi^2\hbar^2}{mk_F}
=\frac{\pi\epsilon_m\hbar^2}{4me^2k_F}.
\label{free}
\end{equation}
A large density of states makes the layer thin, because many electrons can then be added for a small rise in kinetic energy. If $g(E_F)$ could grow without limit, $\lambda$ would tend to zero and the metal would become an ideal conductor with a surface sheet of charge.

The length that sets the potential difference is $\lambda/\epsilon_m$ and not $\lambda$ itself. From \eqref{lambda},
\begin{equation}
\frac{\lambda}{\epsilon_m}=\frac{1}{[4\pi e^2g(E_F)\epsilon_m]^{1/2}} .
\end{equation}
At fixed $g(E_F)$, more polarizable bound electrons make the charged layer thicker but reduce the potential across it, because they weaken the field inside the layer by a larger factor than they lengthen it.

\subsection*{Two model electrodes}

The example uses two free-carrier metals with round parameters. Electrode 1 has $n_0=1.0\times10^{23}$ cm$^{-3}$ and a bound-electron constant of 2. Electrode 2 has $n_0=5.0\times10^{22}$ cm$^{-3}$ and a constant of 3. For the first, \eqref{dos} gives
\begin{equation}
k_F=(3\pi^2\times10^{23})^{1/3}\ \text{cm}^{-1}=1.436\times10^{8}\ \text{cm}^{-1}.
\end{equation}
The second has $k_F=1.140\times10^{8}$ cm$^{-1}$. The Fermi energies are 7.86 and 4.95 eV, and the densities of states are $1.19\times10^{34}$ and $9.46\times10^{33}$ erg$^{-1}$cm$^{-3}$. Equation \eqref{free} then gives
\begin{equation}
\lambda_1=0.0761\ \text{nm},\qquad \lambda_2=0.1046\ \text{nm}.
\end{equation}
The ratio can be followed by hand: it is $[(3/2)(1.436/1.140)]^{1/2}=1.37$. Division by the dielectric constants gives $0.0380$ and $0.0349$ nm. Electrode 2 has the thicker layer but the smaller potential difference for a given displacement. These digits serve to make the arithmetic traceable and do not express the accuracy of the model.

\textit{Remark on the local approximation.} Lemma 2 treats each point as part of a uniform metal. This is justified when the potential changes little over the electron length $1/k_F$, which requires $k_F\lambda\gg1$. Here $k_F\lambda$ is 1.1 and 1.2. The condition is not met, and the layer is also thinner than the spacing of atoms in ordinary metals. The values of $\lambda$ are therefore estimates of scale. At a real interface the ions, the chemical bonds and the spill-out of electrons also affect the potential difference. Lemma 3 gives none of these contributions.

\subsection*{Lemma 4 (first nonlinear correction)}

Let $u=e\phi_s/E_F$ for free carriers. At a given surface displacement,
\begin{equation}
\phi_s=\frac{\lambda D_s}{\epsilon_m}\left[1-\frac{u}{12}+O(u^2)\right].
\label{nonlinear}
\end{equation}

\textit{Proof.} Put $v=e\phi/E_F$ at any depth. Since $n\propto E^{3/2}$, the unexpanded excess density is
\begin{equation}
\delta n=n_0\left[(1+v)^{3/2}-1\right]
=n_0\left[\frac32v+\frac38v^2+O(v^3)\right].
\end{equation}
Multiply \eqref{poisson} by $-d\phi/ds$ and integrate from the interior, where both $\phi$ and its derivative vanish. With $d\phi=(E_F/e)\,dv$, this gives at the surface
\begin{align}
\frac{\epsilon_m}{2}\left(\frac{d\phi}{ds}\right)^2
&=4\pi e\int_0^{\phi_s}\delta n\,d\phi \nonumber\\
&=4\pi n_0E_F\left[\frac34u^2+\frac18u^3+O(u^4)\right].
\end{align}
Taking $3u^2/4$ out of the bracket leaves $1+u/6+O(u^2)$. Hence
\begin{equation}
\left(\frac{d\phi}{ds}\right)^2
=\frac{6\pi n_0e^2}{\epsilon_mE_F}\,\phi_s^2\left[1+\frac u6+O(u^2)\right].
\end{equation}
By \eqref{dos}, $g=3n_0/(2E_F)$, so the prefactor is $4\pi e^2g/\epsilon_m=1/\lambda^2$. The square root of the bracket is $1+u/12+O(u^2)$. The potential decays into the metal, so $-d\phi/ds$ has the sign of $\phi_s$, and
\begin{equation}
D_s=\frac{\epsilon_m\phi_s}{\lambda}\left[1+\frac{u}{12}+O(u^2)\right].
\end{equation}
Solving for $\phi_s$ to first order in the correction gives \eqref{nonlinear}. $\square$

When electrons accumulate, $u>0$ and the surface potential is smaller than the linear value, because the density of states rises with filling. When electrons are depleted, $u<0$ and its magnitude is larger. The small factor $1/12$ makes the linear law useful even when $e\phi_s$ is a tenth of $E_F$.

\section{Two screening layers in a closed circuit}

\subsection*{Symbols and results carried over}

Electrode $i$, with $i=1,2$, has screening length $\lambda_i=[\epsilon_i/(4\pi e^2g_i)]^{1/2}$, where $g_i$ is its density of states at the Fermi energy and $\epsilon_i$ its bound-electron dielectric constant. If a displacement $D_s$ points into a metal, its surface lies at the potential $\lambda_iD_s/\epsilon_i$ relative to its interior, and its conduction charge per area is $-D_s/(4\pi)$. These are linear results. For free carriers the first correction multiplies the surface potential by $1-u/12$, where $u$ is $e$ times that potential divided by the Fermi energy. Electric fields are written $\mathcal E$, and Gaussian units are used.

For a single electrode, this part has found the Thomas-Fermi screening length, the linear relation between surface potential and displacement, and the first nonlinear correction for free carriers. It remains to place two such layers in a closed circuit with the ferroelectric film and find the field in the film and the charge on the electrodes.

All numerical values are calculated from the stated model.
